# Apparent Emissivity of an Opaque Wafer Facing a Diffuse Reflector

A hot wafer is heated by lamps from above. Its lower side faces a parallel reflector, and a pyrometer looks at that side through a small port in the reflector. The pyrometer receives light that the wafer has emitted and also light that has bounced between the two surfaces. The problem is to find how bright the wafer looks, and what this does to the temperature reading.

All fluxes below are per unit area and per unit wavelength, at the pyrometer wavelength $\lambda$. The blackbody flux at the wafer temperature $T$ is

$$B(T)=\frac{2\pi hc^2}{\lambda^5}\,\frac{1}{e^{c_2/\lambda T}-1},\qquad c_2=\frac{hc}{k}.$$

The following assumptions hold until they are lifted.

- The wafer is opaque and uniform in temperature, with emissivity $\varepsilon$, the same in all directions.
- The reflector returns a fraction $R$ of the light that strikes it, whatever the direction of arrival. The returned light is diffuse (equal radiance in all directions) and unpolarized.
- The reflector is cold, so its own emission is negligible.
- Both surfaces are so wide that all light leaving one reaches the other. The port is negligibly small, and no lamp light enters the gap.
- Intensities add; interference between successive reflections is absent.

## (a) Following the light

**Find the flux that leaves the wafer after exactly $n$ return trips to the reflector.**

**Solution.** Light striking an opaque wafer is either absorbed or reflected. By Kirchhoff's law the absorbed fraction equals the emissivity, so the reflected fraction is

$$\rho=1-\varepsilon .$$

The first contribution to the departing flux is direct emission, $J_0=\varepsilon B$. All of it reaches the reflector, which sends back $RJ_0$. All of that reaches the wafer, which reflects the fraction $\rho$. Hence

$$J_1=\rho R\,J_0=\varepsilon B\,\rho R .$$

The returned light is again diffuse and the surfaces are uniform, so the next trip has the same two factors. Therefore $J_{n+1}=\rho R\,J_n$, and

$$J_n=\varepsilon B(\rho R)^n .$$

The light absorbed by the wafer on each trip is not added back as extra emission. Emission is fixed by the wafer temperature, which is held at $T$ here.

## (b) The total flux

**Sum the contributions, and define the apparent emissivity $E$ by $J=EB$. Find what is missed by stopping after $N$ trips, and examine the limits.**

**Solution.** Let $q=\rho R$ and let $S_N$ be the sum through trip $N$:

$$S_N=\varepsilon B\,(1+q+\dots+q^N).$$

Multiplying by $q$ and subtracting cancels every term but the first and the last:

$$(1-q)S_N=\varepsilon B\,(1-q^{N+1}).$$

For $q<1$ the last power vanishes as $N\to\infty$, so

$$J=\frac{\varepsilon B}{1-\rho R},\qquad
\boxed{E=\frac{\varepsilon}{1-R(1-\varepsilon)}} .$$

The missing part after $N$ trips is $J-S_N=J(\rho R)^{N+1}$.

A steady-state balance gives the same result without a series. The departing flux is emission plus reflected return, $J=\varepsilon B+\rho RJ$, and collecting the terms in $J$ gives $J(1-\rho R)=\varepsilon B$.

The distance from a blackbody follows by subtraction:

$$1-E=\frac{1-\rho R-\varepsilon}{1-\rho R}
=\frac{\rho-\rho R}{1-\rho R}
=\frac{(1-\varepsilon)(1-R)}{1-R(1-\varepsilon)} .$$

It is never negative, so within this model the wafer never looks brighter than a blackbody at its own temperature. It vanishes for a black wafer, and for a perfect reflector if $\varepsilon>0$. Without a reflector, $R=0$ and $E=\varepsilon$.

The limit of a weakly emitting wafer needs care. The denominator is $(1-R)+R\varepsilon$. If $R\varepsilon\ll 1-R$, then $E\approx\varepsilon/(1-R)$: the reflector multiplies the brightness by a fixed factor, and $E$ is still proportional to $\varepsilon$. Near-blackbody appearance requires the opposite condition, $R\varepsilon\gg1-R$, or a wafer that is nearly black by itself. At $R=1$ and $\varepsilon=0$ nothing is emitted or absorbed, and the steady balance reads $J=J$, which leaves the flux undetermined.

## (c) Brightness and heat loss

**Does a larger $E$ mean that the wafer loses more heat? Include a reflector that emits as a surface at temperature $T_r$, and check the case of equal temperatures.**

**Solution.** With a cold reflector the wafer sends out $J$ and receives $RJ$. Its net loss at this wavelength is

$$J-RJ=(1-R)J=\frac{\varepsilon(1-R)}{1-\rho R}\,B .$$

This tends to zero as $R\to1$, for $\varepsilon>0$, while $E$ tends to one. The gap is then full of light, but almost all of it returns to the wafer. The quantity $E$ tells how bright the wafer looks from the reflector; it must not be used as an emissivity for heat loss.

An opaque reflector absorbs the fraction $1-R$, so by Kirchhoff's law it emits $(1-R)B_r$, with $B_r=B(T_r)$. Let $G$ be the flux leaving it. The two balances are

$$J=\varepsilon B+\rho G,\qquad G=(1-R)B_r+RJ .$$

Inserting the second into the first gives $J=\varepsilon B+\rho(1-R)B_r+\rho RJ$, hence

$$J=\frac{\varepsilon B+\rho(1-R)B_r}{1-\rho R}.$$

If $B_r=B$, the numerator is $(\varepsilon+\rho-\rho R)B=(1-\rho R)B$, because $\varepsilon+\rho=1$. Thus $J=B$, as thermal equilibrium demands for any $\varepsilon$ and $R$.

The net loss is $J-G=(1-R)(J-B_r)$. Since

$$J-B_r=\frac{\varepsilon B+\rho(1-R)B_r-(1-\rho R)B_r}{1-\rho R}
=\frac{\varepsilon(B-B_r)}{1-\rho R},$$

the net exchange is proportional to $B-B_r$ and changes sign when the reflector is the hotter body.

## (d) Emission that depends on direction

**Let the emissivity be $\varepsilon(\mu)$, where $\mu$ is the cosine of the angle from the normal. Which emissivity enters the flux formula, and what does a pyrometer see in one direction?**

**Solution.** A diffuse flux has equal radiance in all directions. The share arriving between $\mu$ and $\mu+d\mu$ is $2\mu\,d\mu$, since the projected area supplies the factor $\mu$ and the share must integrate to one. The same weight applies to blackbody emission. Both the emitted and the absorbed fraction are therefore the hemispherical emissivity

$$\varepsilon_h=2\int_0^1\varepsilon(\mu)\,\mu\,d\mu .$$

The reflector makes the light diffuse again on every trip, so parts (a) to (c) hold with $\varepsilon=\varepsilon_h$. In particular, $E_h=\varepsilon_h/[1-R(1-\varepsilon_h)]$.

For one direction, compare radiances with that of a blackbody. The wafer emits $\varepsilon(\mu)$ and is lit by diffuse light of relative radiance $RE_h$. By reciprocity, the fraction of uniform diffuse illumination that a surface reflects into direction $\mu$ equals the total fraction it would reflect of a beam arriving from that direction. For an opaque wafer this is $1-\varepsilon(\mu)$. Hence

$$E(\mu)=\varepsilon(\mu)+[1-\varepsilon(\mu)]\,R\,E_h .$$

If $\varepsilon$ is the same in all directions, this becomes $\varepsilon+\rho RE$, which equals $E$ by the balance in (b).

A photon-tracing test used a mirror-like wafer with $\varepsilon(\mu)=0.1+0.5\mu$ and $R=0.90$. Here $\varepsilon_h=0.1+\tfrac13=0.4333$. The traced flux gave $E_h=0.8838$, against $0.8844$ from the formula. For directions with $\mu>0.9$ the tracing gave $0.9125$ and the directional law $0.9134$. Putting $\varepsilon(\mu)$ straight into the flux formula would give $0.9312$, which the tracing rules out for a diffuse reflector. The reflector absorbed $0.0885$ of the blackbody flux, against $(1-R)E_h=0.0884$.

A flat mirror in place of the diffuse reflector changes the case. If the wafer is also smooth, light keeps its angle on every trip, and the series must be summed separately for each angle and polarization, with the emissivity and reflectivity belonging to them.

## (e) From brightness to temperature

**Find how strongly $E$ responds to changes of $\varepsilon$ and $R$, and how an error in $E$ changes the pyrometer reading.**

**Solution.** Return to an emissivity independent of direction and write

$$\ln E=\ln\varepsilon-\ln(1-R+R\varepsilon).$$

Since $d/d\ln\varepsilon=\varepsilon\,d/d\varepsilon$ at fixed $R$,

$$\frac{\partial\ln E}{\partial\ln\varepsilon}
=1-\frac{R\varepsilon}{1-R+R\varepsilon}
=\frac{1-R}{1-\rho R}.$$

At fixed $\varepsilon$, differentiating $-\ln(1-\rho R)$ gives

$$\frac{\partial\ln E}{\partial R}=\frac{\rho}{1-\rho R}.$$

The first derivative is below one for $R>0$ and $\varepsilon>0$: the reflector weakens the effect of an unknown emissivity. The second is the price, since the reading now depends on the state of the reflector.

Suppose the pyrometer is set to emissivity $e$. It reports the temperature $T_p$ at which $eB(T_p)=EB(T)$. Inserting Planck's law and inverting both sides gives

$$e^{c_2/\lambda T_p}-1=\frac eE\left(e^{c_2/\lambda T}-1\right),$$

$$T_p=\frac{c_2}{\lambda\ln\!\left[1+\dfrac eE\left(e^{c_2/\lambda T}-1\right)\right]} .$$

When both exponentials are large, the ones may be dropped. Taking logarithms then leaves

$$\frac1{T_p}=\frac1T+\frac{\lambda}{c_2}\ln\frac eE .$$

For a small error, $1/T_p-1/T\approx-(T_p-T)/T^2$, so

$$T_p-T\approx\frac{\lambda T^2}{c_2}\,\ln\frac Ee .$$

A wafer brighter than the setting assumes is read as too hot.

## (f) Coated wafers in a lamp annealer

**Take $T=1300$ K, $\lambda=0.95$ µm, $\varepsilon=0.68$ and $R=0.95$. The pyrometer is set correctly for this wafer. It then views coated wafers with $\varepsilon=0.40$ and $0.90$ at the same true temperature. Compare the reading errors with and without the reflector.**

**Solution.** These are rough typical values for lamp annealing of silicon. Here $\rho=0.32$ and $\rho R=0.3040$, so

$$E=\frac{0.68}{1-0.3040}=0.977 .$$

The sum after zero, one, two, three and four return trips is $0.680$, $0.887$, $0.950$, $0.969$ and $0.974$. The remainder after four trips is $0.977\times0.3040^5=0.0025$. One return trip supplies most of the gain, because each later trip carries less than a third of the one before.

The net loss at this wavelength is $0.05\times0.977=0.049$ of the blackbody flux, compared with $0.68$ without the reflector. The wafer looks brighter and loses less.

With $c_2=14387.8$ µm K, the exponent $c_2/\lambda T$ is $11.65$, so dropping the ones in (e) is justified. The slope is

$$\frac{\lambda T^2}{c_2}=\frac{0.95\times1300^2}{14387.8}\ \text{K}=111.6\ \text{K}$$

per unit of $\ln E$.

Without a reflector the setting is $e=0.68$. For the wafer with $\varepsilon=0.40$, $\ln(0.40/0.68)=-0.531$, and the linear estimate is $-59$ K. The full inversion gives $-56.6$ K. For $\varepsilon=0.90$ it gives $+32.0$ K.

With the reflector the setting is $e=0.977$. The coated wafers have

$$E(0.40)=\frac{0.40}{1-0.95\times0.60}=0.930,\qquad
E(0.90)=\frac{0.90}{1-0.95\times0.10}=0.994 .$$

The errors fall to $-5.5$ K and $+2.0$ K, by factors of about 10 and 16. The sensitivity explains the difference. It is $0.05/0.696=0.072$ at $\varepsilon=0.68$, and its denominator $1-R+R\varepsilon$ grows with $\varepsilon$. The suppression is therefore weaker on the way down to $0.40$ and stronger on the way up to $0.90$.

## (g) What the idealizations cost

**Estimate the errors from finite size, the port, directional emission, the state of the reflector and lamp light. Take a wafer and reflector of radius $a=150$ mm, a gap $h=10$ mm and a central port of radius $b=1$ mm.**

**Solution.** *Finite size.* Let both surfaces be diffuse and let light that leaves through the open rim be lost. A small area $dA$ of one disk, at distance $d$ from a point on the other, receives the fraction $h^2dA/(\pi d^4)$ of the light from that point: each of the two cosines is $h/d$, and the solid angle brings a further $1/d^2$. By symmetry, this is also the weight with which $dA$ lights the point. For radii $r$ and $s$,

$$d^2=A-2rs\cos\phi,\qquad A=h^2+r^2+s^2 .$$

Differentiating $\int_0^{2\pi}d\phi/(A-p\cos\phi)=2\pi/\sqrt{A^2-p^2}$ with respect to $A$, with $p=2rs$, gives the integral over $1/d^4$. The weight of a ring is then $K(r,s)\,ds$ with

$$K(r,s)=\frac{2h^2sA}{(A^2-4r^2s^2)^{3/2}} .$$

The balances of part (b) become

$$J(r)=\varepsilon B+\rho\int_0^aK(r,s)G(s)\,ds,\qquad
G(s)=R\int_0^aK(s,r')J(r')\,dr' .$$

Their numerical solution gives $J/B=0.9726$ at the centre, a reading error of $-0.5$ K relative to wide surfaces. At fixed gap, a fourfold radius reduces the deficit from $0.00438$ to $0.00024$, by a factor of about 18. This is close to the factor of 16 by which the view missing at the centre, $h^2/(a^2+h^2)$, falls.

Near the rim the loss is much larger. At 10 mm from the edge $J/B=0.868$, and a pyrometer set for wide surfaces would read 13 K too low.

*Port.* The wafer spot opposite the port misses the light that the hole does not return. The hole fills the fraction $b^2/(b^2+h^2)=1/101$ of its view, so the first estimate of the relative signal change is $-\rho R/101=-0.30\%$. The integral equation with the hole gives $-0.32\%$, or $-0.4$ K. The estimate omits the dimming of neighbouring parts of the wafer, which lowers the returned light a little further.

*Directional emission.* For a smooth dielectric surface, a normal emissivity of $0.68$ requires $[(n-1)/(n+1)]^2=0.32$, or a refractive index $n=3.605$. Fresnel's equations then give $\varepsilon_h=0.6665$. The directional law of (d) yields $0.9766$ along the normal, a shift of only $-0.05$ K. This value holds for wide surfaces without a port. Seen exactly along the normal through the port, a smooth wafer mirrors the port itself, whatever the kind of reflector, and shows only $\varepsilon=0.68$, which is read 39 K too low. The view must then be tilted, as discussed at the end.

*Reflector.* If $R$ drops to $0.93$ while the setting stays fixed, the linear estimate is $111.6\times0.460\times(-0.02)=-1.0$ K, and the full inversion agrees. A wafer with $\varepsilon=0.40$ is about three times as sensitive: $\rho/(1-\rho R)=0.60/0.43=1.40$, and the same ageing costs $-3.1$ K. The reflector's own emission at 400 K contributes about $10^{-13}$ of the wafer's emitted part, which is negligible.

*Lamp light.* A blackbody at 3000 K filling the whole view of the upper side has 741 times the wafer's blackbody flux at this wavelength. This is an upper bound for lamps of that temperature: such a flux would heat the wafer by roughly 1800 K per second, while holding a grey wafer at 1300 K in cold surroundings takes only about $(1300/3000)^4=3.5\%$ of it. The limits below are therefore on the strict side. Let a fraction $t$ of that flux pass through the wafer. It joins the source term $\varepsilon B$, so the relative signal error is $741\,t/\varepsilon$. A 1 K error corresponds to about $1/111.6=0.9\%$, which allows $t\approx8\times10^{-6}$. With $t=e^{-\alpha D}$ and thickness $D=0.775$ mm, the absorption coefficient $\alpha$ must be at least about 150 cm$^{-1}$. Even 1000 cm$^{-1}$, a cautiously low figure for silicon at this temperature, meets this easily. When cold, silicon absorbs less at this wavelength, and the wafer also emits far less, so that a smaller $t$ already disturbs the reading. The condition must therefore be examined anew for the start of a heating ramp.

Light leaking around the edge is more dangerous, because it reaches the gap without being attenuated by the silicon. If a fraction $\ell$ of the lamp flux falls on the lower side, the wafer reflects $\rho\ell$ of it into the source term. An error of 1 K is reached at $\ell=2.6\times10^{-5}$ of the undiluted 3000 K flux, or about $7\times10^{-4}$ of the flux that holds the wafer steady at 1300 K.

*Interference and delay.* For a 20 nm filter the coherence length $\lambda^2/\Delta\lambda$ is 0.045 mm, far below the 20 mm minimum return path. The mean diffuse path across the gap is $\int_0^1(h/\mu)\,2\mu\,d\mu=2h$, so a return trip takes on average $4h/c=0.13$ ns. The sum over reflections therefore follows millisecond temperature changes without noticeable delay.

**Comparison with real annealers.** The dimensions and optical values are roughly those of a lamp annealer for 300 mm silicon wafers. For a diffuse wafer with $\varepsilon=0.68$, the open rim moves the reading most among the departures sized here, by 13 K at 10 mm from the edge. For $\varepsilon=0.40$ the same equations give 33 K. The gain found in (f) also shrinks: with the setting calibrated in this cavity at $\varepsilon=0.68$, the coated wafers are read $-7.1$ K and $+2.6$ K off at the centre, and $-25$ K and $+12$ K off at 10 mm from the edge. The figure for the rim has a further limit. That number belongs to diffuse surfaces and to a rim from which nothing returns. A surrounding ring that reflects or emits will change it. Between a smooth wafer and a flat mirror, light near the normal hardly moves sideways, so a pyrometer looking straight at the wafer is much less affected by the rim. The port then matters more, however, and it does so for any smooth wafer, whether the reflector is a mirror or diffuse. Reflected light seen exactly along the normal would have to come from the port itself, which returns nothing, so in that direction the wafer shows only its bare emissivity $\varepsilon$. The port no longer interferes once the sideways step $2h\tan\theta$ of a return trip, at angle $\theta$ from the normal, exceeds the port diameter $2b$. Here that means angles beyond about 6 degrees. The small port error found above holds for diffuse surfaces. Stray lamp light has no fixed size here and must be kept out by design. In millisecond annealing the assumption of uniform temperature can also fail. If the pulse is shorter than the time heat needs to cross the wafer, the heated front is hotter than the lower side. The formula then describes the brightness of the lower side, and the reading does not give the front's peak temperature. The numerical output lists the values used here.

## Computed results

```
Tracing: R, hemispherical eps: 0.90, 0.4333
Tracing: E traced, formula: 0.8838, 0.8844
Tracing: near-normal E traced, directional law: 0.9125, 0.9134
Tracing: near-normal E if eps(theta) put in flux formula: 0.9312
Tracing: absorbed by reflector traced, formula: 0.0885, 0.0884
Wafer temperature: 1300 K
Pyrometer wavelength: 0.95 um
Wafer emissivity eps, reflectivity R: 0.68, 0.95
Wafer radius, gap, port radius: 150, 10, 1 mm
Factor per return trip (1-eps)R: 0.3040
Sum after 0 return trips: 0.68000
Sum after 1 return trips: 0.88672
Sum after 2 return trips: 0.94956
Sum after 3 return trips: 0.96867
Sum after 4 return trips: 0.97447
Apparent emissivity E: 0.97701
Net loss / blackbody flux, with reflector: 0.04885
d ln E / d ln eps: 0.0718
d ln E / dR: 0.4598
c2: 14387.8 um K
Reading slope lam T^2/c2: 111.59 K per unit ln E
Coated wafer eps=0.40: E: 0.93023
  reading error without reflector: -56.63 K
  reading error with reflector: -5.45 K
Coated wafer eps=0.90: E: 0.99448
  reading error without reflector: +32.05 K
  reading error with reflector: +1.98 K
Finite disks: E at centre: 0.97263
  reading error at centre: -0.50 K
Finite disks: E 10 mm from rim: 0.86832
  reading error 10 mm from rim: -13.03 K
Finite disks, radius x4: E at centre: 0.97677
Port: relative signal change: -0.319 %
  reading error from port: -0.36 K
Smooth surface: index, hemispherical eps: 3.605, 0.6665
  normal E, reading error in K: 0.97658, -0.049
Reflector at 400 K: share of signal: 9.7e-14
Reflector aged to R=0.93: reading error: -1.02 K
Lamp at 3000 K / wafer blackbody flux: 741
Wafer thickness: 0.775 mm
Rough absorption coefficient, hot: 1000 1/cm
  transmitted lamp light / wafer emission: 2.4e-31
Least absorption coefficient for 1 K error: 151 1/cm
Edge leak of lamp flux giving 1 K error: 2.6e-05
Filter bandwidth: 20 nm
Coherence length lam^2/bandwidth: 0.045 mm
Mean diffuse return-trip time 4 gap/c: 0.133 ns
```
